**Zero-recoil vector and axial corrections between equally charged fermions**

The program tests the first-order photon corrections δV = (3α/4π)[((m1+m2)/(m1−m2)) ln(m1/m2) − 2] and δA, in which 2 is replaced by 8/3. Here m1 and m2 are the fermion masses, α is the fine-structure constant, and both fermions have the same velocity. Explicit Dirac matrices in four and six dimensions test the vertex numerators, and a finite-difference derivative of the self-energy integrand tests the Ward identity and the combined finite integrand. Euclidean quadrature on the real axes reproduces the vector bracket at mass ratio 3 and the axial-minus-vector difference at ratios 3 and 1, within 1e-5. A separate calculation in dimensional regularization, with vertex and leg factors evaluated individually, agrees with both formulas within 1e-6 for six mass ratios from 0.5 to 100. The output gives δV = 3.44e-4 and δA = −8.18e-4 at mass ratio 3, and −α/(2π) = −1.161e-3 for the equal-mass axial current. It also shows that δA changes sign at a mass ratio of about 7.91.

## Numerical verification

```python
"""Zero-recoil QED corrections to currents between equally charged fermions.

Result under test (first order in alpha, masses m1 and m2, common velocity v):
  delta_V = (3 alpha/4 pi) [ (m1+m2)/(m1-m2) ln(m1/m2) - 2 ]
  delta_A = (3 alpha/4 pi) [ (m1+m2)/(m1-m2) ln(m1/m2) - 8/3 ]
and delta_A = -alpha/(2 pi) for equal masses.
Symbols: k loop momentum, w = v.k, D_i = k^2 + 2 m_i w, K Euclidean length
of k, c cosine of its angle to v.  "Bracket" means delta / (3 alpha/4 pi).
Loop integrals use hbar = c = 1; masses are in units of m2.
"""
import numpy as np
import mpmath as mp
from scipy.constants import fine_structure, e, epsilon_0, hbar, c as c_light
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 40


def log_term(r):
    """(r+1)/(r-1) ln r, with its limit 2 at r = 1."""
    return 2.0 if r == 1 else (r + 1) / (r - 1) * np.log(r)


def bracket_vector(r):
    return log_term(r) - 2


def bracket_axial(r):
    return log_term(r) - 8 / 3


# ---------- explicit Dirac matrices in even dimension d ----------
def dirac_matrices(d):
    s1 = np.array([[0, 1], [1, 0]], complex)
    s2 = np.array([[0, -1j], [1j, 0]])
    s3 = np.diag([1.0 + 0j, -1.0])
    one = np.eye(2, dtype=complex)
    pairs = d // 2

    def chain(factors):
        out = np.eye(1, dtype=complex)
        for f in factors:
            out = np.kron(out, f)
        return out

    gens = []
    for j in range(pairs):
        for s in (s1, s2):
            gens.append(chain([s3] * j + [s] + [one] * (pairs - j - 1)))
    gammas = [gens[0]] + [1j * g for g in gens[1:]]
    return gammas, chain([s3] * pairs)


def contract(gammas, x):
    """gamma^a x gamma_a"""
    return gammas[0] @ x @ gammas[0] - sum(g @ x @ g for g in gammas[1:])


def transverse_slashes(gammas, k0, kabs):
    """k-slash for k along plus and minus every transverse axis."""
    return [k0 * gammas[0] - s * kabs * g
            for g in gammas[1:] for s in (1, -1)]


def coefficient(gammas, matrix, structure):
    """Factor multiplying the tree structure between positive-energy spinors."""
    proj = (np.eye(len(matrix)) + gammas[0]) / 2
    left, right = proj @ matrix @ proj, proj @ structure @ proj
    value = np.vdot(right, left) / np.vdot(right, right)
    assert np.allclose(left, value * right, atol=1e-7)
    return value


def vertex_numerator(d, axial, m1, m2, k0, kabs):
    gammas, chirality = dirac_matrices(d)
    structure = gammas[1] @ chirality if axial else gammas[0]
    unit = np.eye(len(chirality))
    terms = [contract(gammas, (m2 * gammas[0] + ks + m2 * unit) @ structure
                      @ (m1 * gammas[0] + ks + m1 * unit))
             for ks in transverse_slashes(gammas, k0, kabs)]
    return coefficient(gammas, sum(terms) / len(terms), structure)


def reduced_numerator(d, axial, m1, m2, w, k2):
    value = 4*m1*m2 + 2*(m1 + m2)*w + (d - 2)*(k2 - 2*w**2)
    if axial:
        value += 2*(d - 2)/(d - 1)*(d*w**2 - k2)
    return value


k0, kabs, m1, m2 = 0.7 + 0.9j, 1.3, 3.0, 1.0
k2 = k0**2 - kabs**2
for dim in (4, 6):
    for axial in (False, True):
        direct = vertex_numerator(dim, axial, m1, m2, k0, kabs)
        assert abs(direct - reduced_numerator(dim, axial, m1, m2, k0, k2)) < 1e-9


# ---------- Ward identity and combined integrand ----------
def self_energy_slope(m, step=1e-4):
    """d/dp0 of the self-energy integrand on shell, by finite difference."""
    gammas, _ = dirac_matrices(4)
    unit = np.eye(4)

    def integrand(p0):
        den = k2 * ((p0 + k0)**2 - kabs**2 - m**2)
        terms = [contract(gammas, p0 * gammas[0] + ks + m * unit)
                 for ks in transverse_slashes(gammas, k0, kabs)]
        return coefficient(gammas, sum(terms) / len(terms), unit) / den

    return (integrand(m + step) - integrand(m - step)) / (2 * step)


D1, D2 = k2 + 2*m1*k0, k2 + 2*m2*k0
for m, D in ((m1, D1), (m2, D2)):
    same_mass_vertex = vertex_numerator(4, False, m, m, k0, kabs) / (k2 * D**2)
    assert abs(self_energy_slope(m) + same_mass_vertex) < 1e-6
combined = (vertex_numerator(4, False, m1, m2, k0, kabs) / (k2*D1*D2)
            + (self_energy_slope(m1) + self_energy_slope(m2)) / 2)
finite_form = (m1 - m2)**2 * (8*k0**4 - 2*k2**2) / (k2 * D1**2 * D2**2)
assert abs(combined - finite_form) < 1e-6

# ---------- Euclidean quadrature on the real axes, angle first ----------
angle_count = 100000
angles = np.pi * np.arange(1, angle_count) / angle_count
cosines, sin2 = np.cos(angles), np.sin(angles)**2
nodes, weights = np.polynomial.legendre.leggauss(100)
log_low, log_high = np.log(0.002), np.log(2.0e4)
radii = np.exp((log_high + log_low)/2 + (log_high - log_low)/2 * nodes)
radial_weights = weights * (log_high - log_low)/2 * radii


def euclidean_integral(ma, mb, numerator, power):
    weighted = sin2 * numerator
    total = 0.0
    for K, wt in zip(radii, radial_weights):
        den = (K - 2j*ma*cosines) * (K - 2j*mb*cosines)
        if power == 2:
            den = den * den
        total += wt * K * np.sum(weighted / den).real * np.pi / angle_count
    return total


vector_numeric = (-4/(3*np.pi) * (m1 - m2)**2
                  * euclidean_integral(m1, m2, 8*cosines**4 - 2, 2))
difference_numeric = [-16/(9*np.pi)
                      * euclidean_integral(ma, mb, 1 - 4*cosines**2, 1)
                      for ma, mb in ((3.0, 1.0), (1.0, 1.0))]
# tolerance covers the cut-off ends of the radial range (a few 1e-6)
assert abs(vector_numeric - bracket_vector(3.0)) < 1e-5
for value in difference_numeric:
    assert abs(value + 2/3) < 1e-5


# ---------- separated angular and radial integrals ----------
def arc_integrand(theta):
    z = np.exp(1j * theta)
    return -(np.sqrt(1 - z*z) * (8*z**4 - 2) / z**2 * 1j * z).real


angular_factor = quad(arc_integrand, 0, np.pi, epsabs=1e-11)[0]
assert abs(angular_factor - 3*np.pi) < 1e-7
log_angular = 2 * float(mp.quad(
    lambda x: mp.sin(x)**2 * (1 - 4*mp.cos(x)**2) * mp.log(mp.cos(x)),
    [0, mp.pi/4, mp.pi/2]))
assert abs(log_angular + 3*np.pi/8) < 1e-8


def radial_integral(r):
    return quad(lambda y: y/((y + r)**2 * (y + 1)**2), 0, np.inf,
                epsabs=1e-13, epsrel=1e-11)[0]


for r in (1.1, 2.0, 3.0, 10.0):
    assert abs((r - 1)**2 * radial_integral(r) - bracket_vector(r)) < 1e-7


# ---------- dimensional regularization, vertex and Z2 separately ----------
eps = mp.mpf('1e-10')
dreg = 4 - 2*eps


def onshell(a, b, m):
    """Integral of 1/((k^2)^a D^b), without the factor i/(4 pi)^(d/2)."""
    return ((-1)**(a + b) * m**(dreg - 2*a - 2*b) * mp.gamma(a + b - dreg/2)
            * mp.gamma(dreg - 2*a - b) / (mp.gamma(b) * mp.gamma(dreg - a - b)))


def z2_shift(m):
    quadratic = (onshell(0, 2, m)
                 - (onshell(-1, 2, m) - 2*onshell(0, 1, m)) / (2*m**2))
    return -(4*m**2*onshell(1, 2, m) + 2*(onshell(1, 1, m) - onshell(0, 2, m))
             + (dreg - 2)*quadratic)


def dimreg_bracket(r, axial):
    ma, mb = mp.mpf(r), mp.mpf(1)
    if axial:
        ck = (dreg - 2)*(dreg - 3)/(dreg - 1)
        cw = 2*(dreg - 2)/(dreg - 1)
    else:
        ck, cw = dreg - 2, -2*(dreg - 2)
    vertex = 0
    for sign, m in ((1, ma), (-1, mb)):
        vertex += sign * m/(ma - mb) * (
            4*ma*mb*onshell(2, 1, m) + (ck - (ma + mb)/m)*onshell(1, 1, m)
            + cw/(4*m**2)*onshell(0, 1, m))
    return float((vertex + (z2_shift(ma) + z2_shift(mb))/2) / 3)


for r in (0.5, 1.1, 2.0, 3.0, 10.0, 100.0):
    assert abs(dimreg_bracket(r, False) - bracket_vector(r)) < 1e-6
    assert abs(dimreg_bracket(r, True) - bracket_axial(r)) < 1e-6
# nearly equal masses approach the equal-mass values
assert abs(dimreg_bracket(1.0001, False)) < 1e-6
assert abs(dimreg_bracket(1.0001, True) + 2/3) < 1e-6

# ---------- limits, sign change, numbers ----------
small_log = 0.05
small_ratio = bracket_vector(np.exp(small_log)) / small_log**2
assert abs(small_ratio - 1/6) < 1e-4
assert abs(bracket_vector(1e6) - (np.log(1e6) - 2)) < 1e-4
zero_ratio = brentq(bracket_axial, 2.0, 100.0, xtol=1e-12)
assert dimreg_bracket(zero_ratio*0.99, True) < 0 < dimreg_bracket(zero_ratio*1.01, True)

alpha = e**2 / (4*np.pi*epsilon_0*hbar*c_light)
assert abs(alpha/fine_structure - 1) < 1e-8
prefactor = 3*alpha/(4*np.pi)
equal_mass_axial = prefactor * difference_numeric[1]
assert abs(equal_mass_axial + alpha/(2*np.pi)) < 1e-7

print(f"alpha (dimensionless) = {alpha:.9f}")
print(f"1/alpha (dimensionless) = {1/alpha:.6f}")
print(f"3 alpha/(4 pi) (dimensionless) = {prefactor:.8f}")
print(f"-alpha/(2 pi) (dimensionless) = {-alpha/(2*np.pi):.8f}")
print(f"angular factor, contour quadrature = {angular_factor:.8f}")
print(f"3 pi = {3*np.pi:.8f}")
print(f"log-cosine angular integral = {log_angular:.8f}")
print(f"-3 pi/8 = {-3*np.pi/8:.8f}")
print("Main case m1/m2 = 3 (masses in units of m2)")
print(f"  ln 3 = {np.log(3):.8f}")
print(f"  mass-log term = {log_term(3.0):.8f}")
print(f"  radial integral (units 1/m2^2) = {radial_integral(3.0):.8f}")
print(f"  vector bracket, formula = {bracket_vector(3.0):.8f}")
print(f"  vector bracket, Euclidean quadrature = {vector_numeric:.6f}")
print(f"  vector bracket, dim. reg. = {dimreg_bracket(3.0, False):.8f}")
print(f"  axial bracket, formula = {bracket_axial(3.0):.8f}")
print(f"  axial bracket, dim. reg. = {dimreg_bracket(3.0, True):.8f}")
print(f"  axial minus vector bracket, quadrature = {difference_numeric[0]:.6f}")
print("Equal masses")
print(f"  axial minus vector bracket, quadrature = {difference_numeric[1]:.6f}")
print("Table: m1/m2, vector bracket, axial bracket, delta_V, delta_A (1e-3)")
for r in (1.0, 1.1, 2.0, 3.0, 10.0, 100.0):
    bv, ba = bracket_vector(r), bracket_axial(r)
    print(f"  {r:6.1f} {bv:10.6f} {ba:10.6f} "
          f"{1e3*prefactor*bv:10.6f} {1e3*prefactor*ba:10.6f}")
print(f"L^2/6 for m1/m2 = 1.1 = {np.log(1.1)**2/6:.8f}")
print(f"L - 2 for m1/m2 = 100 = {np.log(100)-2:.6f}")
print(f"m1/m2 where delta_A vanishes = {zero_ratio:.6f}")
print("tests ok")
```

Output:

```
alpha (dimensionless) = 0.007297353
1/alpha (dimensionless) = 137.035999
3 alpha/(4 pi) (dimensionless) = 0.00174211
-alpha/(2 pi) (dimensionless) = -0.00116141
angular factor, contour quadrature = 9.42477796
3 pi = 9.42477796
log-cosine angular integral = -1.17809725
-3 pi/8 = -1.17809725
Main case m1/m2 = 3 (masses in units of m2)
  ln 3 = 1.09861229
  mass-log term = 2.19722458
  radial integral (units 1/m2^2) = 0.04930614
  vector bracket, formula = 0.19722458
  vector bracket, Euclidean quadrature = 0.197225
  vector bracket, dim. reg. = 0.19722458
  axial bracket, formula = -0.46944209
  axial bracket, dim. reg. = -0.46944209
  axial minus vector bracket, quadrature = -0.666666
Equal masses
  axial minus vector bracket, quadrature = -0.666664
Table: m1/m2, vector bracket, axial bracket, delta_V, delta_A (1e-3)
     1.0   0.000000  -0.666667   0.000000  -1.161410
     1.1   0.001514  -0.665153   0.002637  -1.158773
     2.0   0.079442  -0.587225   0.138396  -1.023013
     3.0   0.197225  -0.469442   0.343588  -0.817822
    10.0   0.814271   0.147604   1.418553   0.257143
   100.0   2.698204   2.031537   4.700580   3.539171
L^2/6 for m1/m2 = 1.1 = 0.00151401
L - 2 for m1/m2 = 100 = 2.605170
m1/m2 where delta_A vanishes = 7.909333
tests ok
```
